**Certified jamming of random sequential disk adsorption by recursive subdivision**

The program places hard disks of diameter $s$ at random on a periodic square of side $L$, discards every cell that lies inside one exclusion disk, and subdivides the rest until none is left. Here $\tau$ is the number of arrivals per area $s^2$, and $R_{\max}$ is the radius of the largest circle empty of disk centres. For the single $L=20\,s$ run and all 30 runs with $L=40\,s$, it asserts $R_{\max}<s$ from an independent periodic Delaunay triangulation; for the 30 runs it also asserts the bound on the certificate depth. It asserts that plain insertion gives the same coverage at $\tau=30$ and $120$ within statistical error, and that the certificate is refused after disks are removed. Further assertions cover the area of small holes, the $\tau^{-1/2}$ deficit, the heavy tail of the jamming time and the geometric tail of the depth. The output gives a jamming coverage of $0.5471\pm0.0006$ and a deficit exponent of about $-0.51$. For $L=40\,s$, subdivision needs about $10^4$ trials on average, whereas the median number of plain arrivals to jamming is about $10^9$.

## Numerical verification

```python
"""
Random sequential adsorption of equal hard disks on a periodic square.
Result under test: keeping only cells that are not inside one exclusion disk,
sampling in them and subdividing them reproduces naive random insertion exactly
in law, and ends with a proof of jamming. Naive insertion has a deficit falling
as tau**(-1/2) and a jamming time of infinite mean.

Symbols: the disk diameter s is the unit of length; L is the side of the square;
tau is the number of arrivals per area s**2; coverage = N*pi/(4*L**2);
R_max is the radius of the largest circle that contains no disk centre.
"""
import numpy as np
from scipy.spatial import cKDTree, Delaunay

OFFSETS = np.array([(i, j) for i in range(-2, 3) for j in range(-2, 3)])
QUARTERS = np.array([(0, 0), (0, 1), (1, 0), (1, 1)])
ROUNDING_MARGIN = 1e-12


def wrap(d, L):
    """Shortest periodic displacement."""
    return d - L * np.rint(d / L)


def all_cells(M):
    return np.stack(np.meshgrid(np.arange(M), np.arange(M),
                                indexing="ij"), -1).reshape(-1, 2)


def nearby_centres(table, home):
    """Centres stored in the 5 x 5 block of root cells around each home cell."""
    index = (home[:, None, :] + OFFSETS) % len(table)
    return table[index[..., 0], index[..., 1]]


def surviving(cells, level, table, L):
    """Drop the cells whose farthest corner is inside one exclusion disk."""
    side = L / len(table) / 2**level
    middle = (cells + 0.5) * side
    gap = nearby_centres(table, cells >> level) - middle[:, None]
    far = np.abs(wrap(gap, L)) + side / 2
    inside = (far**2).sum(-1) < 1 - ROUNDING_MARGIN
    return cells[~inside.any(1)]


def split(cells):
    return (2 * cells[:, None, :] + QUARTERS).reshape(-1, 2)


def subdivide_to_jamming(L, rng):
    """Return centres, adsorption times, centre table, trials, level, history."""
    M = int(np.ceil(L * np.sqrt(2)))   # a root cell holds at most one centre
    table = np.full((M, M, 2), np.nan)
    cells, level, now, trials = all_cells(M), 0, 0.0, 0
    centres, times, history = [], [], []
    while len(cells):
        assert level < 36, "near-coincidence below the rounding margin"
        n, side = len(cells), L / M / 2**level
        history.append((level, n, n * side**2 / L**2,
                        sum(len(c) for c in centres)))
        pick = cells[rng.integers(n, size=n)]
        points = ((pick + rng.random((n, 2))) * side) % L
        clock = now + np.cumsum(rng.exponential(1 / (n * side**2), n))
        now, trials = clock[-1], trials + n
        home = pick >> level
        gap = wrap(nearby_centres(table, home) - points[:, None], L)
        free = np.flatnonzero(~((gap**2).sum(-1) < 1).any(1))
        if len(free):
            # earlier accepted trials of this batch block later ones
            keep = [True] * len(free)
            pairs = cKDTree(points[free], boxsize=L).query_pairs(
                1.0, output_type="ndarray")
            pairs = pairs[np.lexsort((pairs[:, 1], pairs[:, 0]))]
            for first, second in pairs.tolist():
                if keep[first]:
                    keep[second] = False
            new = free[np.array(keep)]
            table[home[new, 0], home[new, 1]] = points[new]
            centres.append(points[new])
            times.append(clock[new])
        level += 1
        cells = surviving(split(cells), level, table, L)
    return (np.concatenate(centres), np.concatenate(times), table,
            trials, level, history)


def largest_empty_radius(centres, L):
    """Largest Delaunay circumradius on the torus, from periodic copies."""
    shifts = np.array([(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1)]) * L
    tiled = (centres[None] + shifts[:, None]).reshape(-1, 2)
    tiled = tiled[((tiled > -3) & (tiled < L + 3)).all(1)]
    corner = tiled[Delaunay(tiled).simplices]
    a = corner[:, 0]
    b, c = corner[:, 1] - a, corner[:, 2] - a
    b2, c2 = (b**2).sum(1), (c**2).sum(1)
    with np.errstate(all="ignore"):
        det = 2 * (b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
        u = np.stack([(c[:, 1] * b2 - b[:, 1] * c2) / det,
                      (b[:, 0] * c2 - c[:, 0] * b2) / det], 1)
        middle = a + u
        inside = ((middle >= 0) & (middle < L)).all(1)
    return np.hypot(u[inside, 0], u[inside, 1]).max()


def naive_insertion(L, stop_times, rng):
    """Arrivals over the whole square; return final centres and counts."""
    centres, counts, last = np.empty((0, 2)), [], 0.0
    for stop in stop_times:
        left, last = rng.poisson((stop - last) * L * L), stop
        while left:
            m = min(left, 2000 if len(centres) > 100 else 200)
            left -= m
            points = rng.random((m, 2)) * L
            if len(centres):
                distance = cKDTree(centres, boxsize=L).query(
                    points, distance_upper_bound=1.0)[0]
                points = points[distance >= 1]
            for p in points:
                if (not len(centres) or
                        (wrap(centres - p, L)**2).sum(1).min() >= 1):
                    centres = np.vstack([centres, p])
        counts.append(len(centres))
    return centres, counts


def mean_and_error(values):
    values = np.asarray(values, float)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


rng = np.random.default_rng(20240)

# One run followed level by level
L_one = 20.0
centres, times, table, trials, level, history = subdivide_to_jamming(L_one, rng)
R_one = largest_empty_radius(centres, L_one)
assert R_one < 1
print(f"Single run, L = {L_one:.0f} s")
print("level  live cells  live area fraction  disks before")
for lev, n, fraction, disks in history:
    print(f"{lev:5d} {n:11d} {fraction:19.3e} {disks:13d}")
print(f"list empty at level {level}; disks {len(centres)}; trials {trials}")
print(f"R_max from Delaunay = {R_one:.6f} s")

# The certificate must be refused after disks are removed
opened = table.copy()
occupied = np.argwhere(~np.isnan(table[..., 0]))
removed = occupied[rng.choice(len(occupied), 20, replace=False)]
opened[removed[:, 0], removed[:, 1]] = np.nan
remaining = opened[~np.isnan(opened[..., 0])]
live_area = []
cells = surviving(all_cells(len(table)), 0, opened, L_one)
for lev in range(1, 8):
    cells = surviving(split(cells), lev, opened, L_one)
    live_area.append(len(cells) * (L_one / len(table) / 2**lev)**2)
grid = (np.arange(800) + 0.5) * L_one / 800
mesh = np.stack(np.meshgrid(grid, grid), -1).reshape(-1, 2)
distance = cKDTree(remaining, boxsize=L_one).query(
    mesh, distance_upper_bound=1.0)[0]
true_area = np.mean(distance >= 1) * L_one**2
limit_area = 2 * live_area[-1] - live_area[-2]
excess_ratio = (live_area[-3] - live_area[-2]) / (live_area[-2] - live_area[-1])
assert largest_empty_radius(remaining, L_one) > 1 and len(cells) > 0
assert live_area[-1] > 0.99 * true_area
assert abs(limit_area / true_area - 1) < 0.03      # quadrature grid error
assert 1.6 < excess_ratio < 2.5
print(f"20 disks removed: open area by quadrature = {true_area:.3f} s^2")
print(f"live area at levels 6, 7 = {live_area[-2]:.3f}, {live_area[-1]:.3f} s^2")
print(f"live area extrapolated to zero cell side = {limit_area:.3f} s^2")

# Ensemble of large squares: certificate, depth bound, kinetics
L_big, big_runs = 40.0, 30
stops = (30.0, 120.0)
coverage, at_stop, all_times, work, jam_time = [], [], [], [], []
unit = np.pi / 4 / L_big**2
for run in range(big_runs):
    centres, times, table, trials, level, _ = subdivide_to_jamming(L_big, rng)
    R_max = largest_empty_radius(centres, L_big)
    assert R_max < 1
    cells, depth = surviving(all_cells(len(table)), 0, table, L_big), 0
    while len(cells):
        depth += 1
        cells = surviving(split(cells), depth, table, L_big)
    bound, diagonal = 0, np.sqrt(2) * L_big / len(table)
    while diagonal / 2**bound >= 1 - R_max:
        bound += 1
    assert depth <= bound
    if run == 0:
        print(f"First large run: R_max = {R_max:.6f} s, "
              f"certificate level {depth}, bound {bound}")
    coverage.append(len(centres) * unit)
    at_stop.append([np.sum(times <= t) * unit for t in stops])
    all_times.append(times)
    work.append(trials)
    jam_time.append(times.max())
theta_jam, theta_error = mean_and_error(coverage)
all_times = np.sort(np.concatenate(all_times))
print(f"Ensemble: {big_runs} runs, L = {L_big:.0f} s, {len(all_times)} disks, "
      f"all certified")
print(f"jamming coverage = {theta_jam:.4f} +/- {theta_error:.4f}")

# Naive insertion as the independent road to the same coverages
L_naive, naive_runs = 20.0, 20
naive_cover, naive_jammed = [], 0
for run in range(naive_runs):
    centres, counts = naive_insertion(L_naive, stops, rng)
    naive_cover.append(np.array(counts) * np.pi / 4 / L_naive**2)
    naive_jammed += largest_empty_radius(centres, L_naive) < 1
naive_cover, at_stop = np.array(naive_cover), np.array(at_stop)
for k, stop in enumerate(stops):
    x, dx = mean_and_error(at_stop[:, k])
    y, dy = mean_and_error(naive_cover[:, k])
    assert abs(x - y) < 4 * np.hypot(dx, dy)
    print(f"tau = {stop:.0f}: coverage {x:.4f} +/- {dx:.4f} (subdivision), "
          f"{y:.4f} +/- {dy:.4f} (naive)")
extrapolated = 2 * naive_cover[:, 1].mean() - naive_cover[:, 0].mean()
assert abs(extrapolated - theta_jam) < 0.01        # next order is about 1/tau
assert naive_jammed == 0
print(f"naive coverage extrapolated in tau^(-1/2) = {extrapolated:.4f}")
print(f"naive runs jammed at tau = {stops[1]:.0f}: {naive_jammed} of {naive_runs}")

# Area of a small hole between three exclusion disks
angles = np.radians([50.0, 60.0, 70.0])
azimuth = np.array([0.0, 2 * angles[2], 2 * angles[2] + 2 * angles[0]])
direction = np.linspace(0, 2 * np.pi, 200000, endpoint=False)
hole_ratio = []
for h in (1e-2, 1e-3):
    R = 1 + h
    turn = direction[:, None] - azimuth
    root = 1 - (R * np.sin(turn))**2
    entry = np.where((np.cos(turn) > 0) & (root > 0),
                     R * np.cos(turn) - np.sqrt(np.maximum(root, 0)), np.inf)
    area = np.pi * np.mean(entry.min(1)**2)
    hole_ratio.append(area / (h**2 * np.prod(np.tan(angles))))
errors = np.abs(np.array(hole_ratio) - 1)
assert errors[1] < 0.01 and errors[1] < errors[0] / 5
print(f"hole area / (h^2 tanA tanB tanC): {hole_ratio[0]:.4f} at h = 0.01 s, "
      f"{hole_ratio[1]:.4f} at 0.001 s")

# Late deficit of the ensemble
marks = np.array([1e2, 1e3, 1e4])
deficit = np.array([np.mean(all_times > t) for t in marks])
slope = np.log(deficit[2] / deficit[0]) / np.log(marks[2] / marks[0])
assert abs(slope + 0.5) < 0.07                      # counting noise
for t, d in zip(marks, deficit):
    print(f"fraction of disks still missing at tau = {t:.0f}: {d:.5f}")
print(f"deficit exponent = {slope:.3f}")

# Tails of the jamming time and of the depth in many small squares
L_small, small_runs = 6.0, 800
small_time, small_level = [], []
for run in range(small_runs):
    _, times, _, _, level, _ = subdivide_to_jamming(L_small, rng)
    small_time.append(times.max())
    small_level.append(level)
small_time, small_level = np.array(small_time), np.array(small_level)
threshold = np.quantile(small_time, 0.75)
late = small_time[small_time > threshold]
tail_exponent = 1 / np.mean(np.log(late / threshold))
assert 0.38 < tail_exponent < 0.60                  # sampling noise and bias
start = 0
while np.mean(small_level >= start) > 0.25:
    start += 1
upper, lower = np.mean(small_level >= start), np.mean(small_level >= start + 2)
assert 0.12 < lower / upper < 0.42                  # one quarter expected
print(f"Small squares: {small_runs} runs, L = {L_small:.0f} s")
print(f"jamming time tau: median {np.median(small_time):.0f}, "
      f"largest {small_time.max():.2e}")
print(f"tail exponent of the jamming time = {tail_exponent:.3f}")
print(f"final level: mean {small_level.mean():.2f}, largest {small_level.max()}")
print(f"fraction of runs reaching level {start}: {upper:.4f}; "
      f"level {start + 2}: {lower:.4f}")

# Model layer with round parameters
diameter_nm, arrival_rate = 0.50, 1000.0
density = 4 * theta_jam / (np.pi * diameter_nm**2)
tau98, tau99 = np.quantile(all_times, [0.98, 0.99])
assert 3 < tau99 / tau98 < 5.5
to_seconds = 1 / (arrival_rate * diameter_nm**2)
print(f"Model layer: s = {diameter_nm:.2f} nm, "
      f"arrival rate = {arrival_rate:.0f} nm^-2 s^-1")
print(f"saturation density = {density:.3f} nm^-2")
print(f"98% of saturation: tau = {tau98:.0f}, time = {tau98 * to_seconds:.2f} s")
print(f"99% of saturation: tau = {tau99:.0f}, time = {tau99 * to_seconds:.2f} s")
print(f"ratio of the two exposures = {tau99 / tau98:.2f}")
print(f"L = {L_big:.0f} s: mean trials with subdivision = {np.mean(work):.0f}")
print(f"L = {L_big:.0f} s: median naive arrivals to jamming = "
      f"{np.median(jam_time) * L_big**2:.2e}")
print("finished without a failed check")
```

Printed output:

```
Single run, L = 20 s
level  live cells  live area fraction  disks before
    0         841           1.000e+00             0
    1         795           2.363e-01           186
    2         475           3.530e-02           229
    3         251           4.663e-03           252
    4         120           5.574e-04           266
    5          74           8.593e-05           273
    6          56           1.626e-05           276
    7          23           1.669e-06           279
    8           1           1.814e-08           281
list empty at level 9; disks 281; trials 2636
R_max from Delaunay = 0.999458 s
20 disks removed: open area by quadrature = 5.593 s^2
live area at levels 6, 7 = 5.957, 5.778 s^2
live area extrapolated to zero cell side = 5.598 s^2
First large run: R_max = 0.999973 s, certificate level 14, bound 16
Ensemble: 30 runs, L = 40 s, 33439 disks, all certified
jamming coverage = 0.5471 +/- 0.0006
tau = 30: coverage 0.4984 +/- 0.0010 (subdivision), 0.4977 +/- 0.0014 (naive)
tau = 120: coverage 0.5217 +/- 0.0009 (subdivision), 0.5213 +/- 0.0013 (naive)
naive coverage extrapolated in tau^(-1/2) = 0.5449
naive runs jammed at tau = 120: 0 of 20
hole area / (h^2 tanA tanB tanC): 1.0171 at h = 0.01 s, 1.0016 at 0.001 s
fraction of disks still missing at tau = 100: 0.05027
fraction of disks still missing at tau = 1000: 0.01690
fraction of disks still missing at tau = 10000: 0.00478
deficit exponent = -0.511
Small squares: 800 runs, L = 6 s
jamming time tau: median 334, largest 1.90e+11
tail exponent of the jamming time = 0.492
final level: mean 6.07, largest 19
fraction of runs reaching level 8: 0.1800; level 10: 0.0450
Model layer: s = 0.50 nm, arrival rate = 1000 nm^-2 s^-1
saturation density = 2.787 nm^-2
98% of saturation: tau = 662, time = 2.65 s
99% of saturation: tau = 2573, time = 10.29 s
ratio of the two exposures = 3.89
L = 40 s: mean trials with subdivision = 9657
L = 40 s: median naive arrivals to jamming = 1.17e+09
finished without a failed check
```
